**Depolarization factors and Drude resonances of small spheroids**

For a spheroid with semi-axes \(a,a,c\) and aspect ratio \(r=c/a\), the program tests the closed forms of the depolarization factors \(L_x=L_y\) and \(L_z\), which sum to one. It also tests the absorption frequency \(\omega_i=\omega_p\sqrt{L_i/[\varepsilon_m+L_i(\varepsilon_b-\varepsilon_m)]}\), where \(\omega_p\) is the plasma frequency, \(\varepsilon_b\) the background constant of the metal and \(\varepsilon_m\) that of the host. The assertions compare the closed forms with direction averages and with the interior Coulomb field integrated over the surface charge. A multipole solution of the dielectric boundary-value problem, for two nearly spherical shapes, tests the interior field, the dipole and the power balance. Numerical maximization and root finding test the peak positions and the width \(\gamma\), and finite differences test the shifts near the sphere. For \(\omega_p=0.3\) hartree and \(\varepsilon_b=\varepsilon_m=1\), the output shows the sphere's resonance at 4.71 eV splitting at \(r=3\) into an axial one at 2.69 eV and a transverse one at 5.45 eV. It also shows that \((\omega_z^2+2\omega_x^2)/\omega_p^2\) stays at 1 in this case but changes with shape for \(\varepsilon_b=4\), \(\varepsilon_m=2\).

## Program and output

```python
"""Depolarization factors and Drude resonances of small spheroids.

Result under test: for semi-axes a, a, c and aspect ratio r = c/a,
  prolate: Lz = (1-e^2)/e^2 * (artanh(e)/e - 1),   e^2 = 1 - 1/r^2
  oblate:  Lz = (1 - r*arcsin(e)/e) / e^2,         e^2 = 1 - r^2
  Lx = Ly = (1-Lz)/2, so that Lx + Ly + Lz = 1.
A uniform polarization P makes the interior field -4 pi L P.
With eps(w) = eps_b - wp^2/(w^2 + i*gamma*w) in a host eps_m, absorption
peaks at w0 = wp*sqrt(L/(eps_m + L*(eps_b-eps_m))), with full width gamma.
Hartree atomic units (Gaussian form); w are angular frequencies.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LIGHT_SPEED = 1.0 / fine_structure
WP, GAMMA, RADIUS = 0.3, 0.004, 40.0
BARE = (1.0, 1.0)       # (eps_b, eps_m)
HOSTED = (4.0, 2.0)


def closed_factors(r):
    """Return (Lx, Lz) from the closed forms."""
    if r == 1:
        lz = 1 / 3
    elif r > 1:
        e = np.sqrt(1 - 1 / r**2)
        lz = (1 - e**2) / e**2 * (np.arctanh(e) / e - 1)
    else:
        e = np.sqrt(1 - r**2)
        lz = (1 - r * np.arcsin(e) / e) / e**2
    return (1 - lz) / 2, lz


def angular_factors(r):
    """Return (Lx, Lz), each from its own average over directions."""
    def denominator(u):
        return u**2 + r**2 * (1 - u**2)
    opts = dict(epsabs=1e-13, epsrel=1e-12, limit=300)
    lx = quad(lambda u: r**2 * (1 - u**2) / (2 * denominator(u)),
              0, 1, **opts)[0]
    lz = quad(lambda u: u**2 / denominator(u), 0, 1, **opts)[0]
    return lx, lz


def coulomb_tensor(axes, point, n=220):
    """Interior field of surface charge P.n, as the tensor -E/(4 pi P)."""
    axes = np.array(axes, float)
    u, weight = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * np.arange(n) / n
    s = np.sqrt(1 - u**2)[:, None]
    unit = np.array([s * np.cos(phi), s * np.sin(phi),
                     u[:, None] + 0 * phi])
    scale = axes[:, None, None]
    area = np.prod(axes) * unit / scale * weight[:, None] * 2 * np.pi / n
    separation = np.array(point)[:, None, None] - scale * unit
    kernel = separation / np.sum(separation**2, axis=0)**1.5
    return -np.einsum("iuv,juv->ij", kernel, area) / (4 * np.pi)


def drude(w, eps_b):
    return eps_b - WP**2 / (w**2 + 1j * GAMMA * w)


def field_ratio(eps, eps_m, factor):
    return eps_m / (eps_m + factor * (eps - eps_m))


def resonance(factor, model):
    eps_b, eps_m = model
    return WP * np.sqrt(factor / (eps_m + factor * (eps_b - eps_m)))


def loss(w, factor, model):
    """Interior dissipation, up to a constant factor."""
    eps = drude(w, model[0])
    return w * eps.imag * abs(field_ratio(eps, model[1], factor))**2


def numerical_peak(factor, model):
    grid = np.linspace(0.01, 0.4, 4001)
    guess = grid[np.argmax(loss(grid, factor, model))]
    step = grid[1] - grid[0]
    found = minimize_scalar(lambda w: -loss(w, factor, model),
                            bounds=(guess - step, guess + step),
                            method="bounded", options={"xatol": 1e-11})
    return found.x


def multipole_solution(r, eps, eps_m):
    """Solve the axial boundary-value problem for a=1, c=r, E0=1.

    General odd multipoles are allowed inside and outside. The outside
    series converges on the surface for the nearly spherical cases used.
    Returns interior field coefficient, dipole, and nonuniform remainder.
    """
    x, _ = np.polynomial.legendre.leggauss(100)
    u = (x + 1) / 2
    s = np.sqrt(1 - u**2)
    rad = 1 / np.sqrt(s**2 + u**2 / r**2)
    normal_x, normal_z = rad * s, rad * u / r**2
    norm = np.hypot(normal_x, normal_z)
    normal_x, normal_z = normal_x / norm, normal_z / norm
    normal_r = normal_x * s + normal_z * u
    normal_t = normal_x * u - normal_z * s
    small, large = min(1.0, r), max(1.0, r)
    orders = np.arange(1, 40, 2)
    inside, outside, flux_in, flux_out = [], [], [], []
    for order in orders:
        p = eval_legendre(order, u)
        dp = -order * (eval_legendre(order - 1, u) - u * p) / s
        f_in = (rad / large)**order
        f_out = (small / rad)**(order + 1)
        inside.append(f_in * p)
        outside.append(f_out * p)
        flux_in.append(f_in / rad * (order * normal_r * p + normal_t * dp))
        flux_out.append(f_out / rad
                        * (-(order + 1) * normal_r * p + normal_t * dp))
    top = np.hstack([np.array(inside).T, -np.array(outside).T])
    bottom = np.hstack([eps * np.array(flux_in).T,
                        -eps_m * np.array(flux_out).T])
    rhs = np.concatenate([-rad * u, -eps_m * normal_z])
    coef = np.linalg.lstsq(np.vstack([top, bottom]), rhs, rcond=None)[0]
    count = len(orders)
    return (-coef[0] / large, coef[count] * small**2,
            np.max(np.abs(coef[1:count])))


# Closed forms against direction averages, for both axes separately.
ratios = [1 / 5, 1 / 3, 1 / 2, 1.0, 2.0, 3.0, 5.0]
for ratio in ratios:
    assert np.allclose(closed_factors(ratio), angular_factors(ratio),
                       rtol=0, atol=1e-11)
assert np.all(np.diff([angular_factors(q)[1] for q in ratios]) < 0)

# Interior Coulomb field: uniform, diagonal, and of unit trace.
coulomb_results = {}
for ratio, axes, points in [
        (3.0, (1, 1, 3), [(0, 0, 0), (0.2, 0.1, 0.8)]),
        (1 / 3, (3, 3, 1), [(0, 0, 0), (0.8, 0.3, 0.2)])]:
    lx, lz = closed_factors(ratio)
    for point in points:
        tensor = coulomb_tensor(axes, point)
        assert np.allclose(tensor, np.diag([lx, lx, lz]), rtol=0, atol=1e-9)
        assert abs(np.trace(tensor) - 1) < 1e-9
    coulomb_results[ratio] = tensor
triaxial = coulomb_tensor((1, 1.5, 2), (0.2, 0.3, 0.4))
assert abs(np.trace(triaxial) - 1) < 1e-9

# Needle and disc limits; tolerances allow the next order in the expansion.
needle = angular_factors(100.0)[1]
assert abs(needle * 100**2 / (np.log(200) - 1) - 1) < 1e-3
assert abs(angular_factors(0.01)[1] - (1 - np.pi * 0.01 / 2)) < 3e-4

# Dielectric response against a boundary-value solution.
for ratio in (0.85, 1.15):
    lz = closed_factors(ratio)[1]
    eps = drude(0.9 * resonance(lz, HOSTED), HOSTED[0])
    eps_m = HOSTED[1]
    field, dipole, remainder = multipole_solution(ratio, eps, eps_m)
    expected_field = field_ratio(eps, eps_m, lz)
    expected_dipole = (ratio / 3 * (eps - eps_m)
                       / (eps_m + lz * (eps - eps_m)))
    assert abs(field / expected_field - 1) < 1e-5
    assert abs(dipole / expected_dipole - 1) < 1e-5
    assert remainder < 1e-5 * abs(field)
    dissipated = ratio / 3 * eps.imag * abs(field)**2
    assert abs(dissipated / (eps_m * dipole.imag) - 1) < 1e-4

# Peak position, width and oscillator form from the full complex response.
for model in (BARE, HOSTED):
    eps_b, eps_m = model
    for ratio in ratios:
        for factor in angular_factors(ratio):
            w0 = resonance(factor, model)
            peak = numerical_peak(factor, model)
            assert abs(peak - w0) < 1e-7
            half = loss(peak, factor, model) / 2

            def excess(w):
                return loss(w, factor, model) - half
            width = (brentq(excess, peak, peak + 3 * GAMMA)
                     - brentq(excess, peak - 3 * GAMMA, peak))
            assert abs(width - GAMMA) < 1e-7
            w = np.array([0.04, 0.13, 0.27])
            eps = drude(w, eps_b)
            response = (eps - eps_m) / (eps_m + factor * (eps - eps_m))
            delta = eps_b - eps_m
            d = eps_m + factor * delta
            oscillator = (delta / d + eps_m * WP**2 / d**2
                          / (w0**2 - w**2 - 1j * GAMMA * w))
            assert np.allclose(response, oscillator, rtol=1e-10, atol=1e-10)


# Shift near the sphere from numerical peaks on both sides of r=1.
def numerical_slopes(model, h=0.002):
    upper, lower = angular_factors(1 + h), angular_factors(1 - h)
    centre = numerical_peak(1 / 3, model)
    return [(numerical_peak(p, model) - numerical_peak(m, model))
            / (2 * h * centre) for p, m in zip(upper, lower)]


slopes = {}
for model in (BARE, HOSTED):
    slopes[model] = numerical_slopes(model)
    axial = -6 / 5 * model[1] / (model[0] + 2 * model[1])
    assert np.allclose(slopes[model], [-axial / 2, axial],
                       rtol=0, atol=3e-5)


def square_sum(ratio, model):
    lx, lz = angular_factors(ratio)
    return (2 * numerical_peak(lx, model)**2
            + numerical_peak(lz, model)**2) / WP**2


for ratio in ratios:
    assert abs(square_sum(ratio, BARE) - 1) < 1e-5
assert abs(square_sum(3.0, HOSTED) - square_sum(1.0, HOSTED)) > 1e-3

# Worked example.
sphere = resonance(1 / 3, BARE)
print(f"plasma frequency wp = {WP:.3f} hartree")
print(f"damping gamma = {GAMMA:.3f} hartree")
print(f"equal-volume sphere radius = {RADIUS:.1f} bohr")
print("bare model: eps_b = %.1f, eps_m = %.1f" % BARE)
print(f"sphere resonance = {sphere:.6f} hartree"
      f" = {sphere * HARTREE_EV:.4f} eV")
print("Factors (dimensionless), resonances wz,wx (hartree):")
print("r        Lz        Lx        wz        wx")
sizes = []
for ratio in ratios:
    lx, lz = closed_factors(ratio)
    wx, wz = resonance(lx, BARE), resonance(lz, BARE)
    print(f"{ratio:.4f}  {lz:.6f}  {lx:.6f}  {wz:.6f}  {wx:.6f}")
    a, c = RADIUS * ratio**(-1 / 3), RADIUS * ratio**(2 / 3)
    sizes.append(max(wx, wz) * max(a, c) / LIGHT_SPEED)
print("Relative shifts from sphere (percent): r, axial, transverse")
for ratio in ratios:
    lx, lz = closed_factors(ratio)
    print(f"{ratio:.4f}  {100 * (resonance(lz, BARE) / sphere - 1):+.3f}"
          f"  {100 * (resonance(lx, BARE) / sphere - 1):+.3f}")
for ratio in (3.0, 1 / 3):
    lx, lz = closed_factors(ratio)
    if ratio > 1:
        e = np.sqrt(1 - 1 / ratio**2)
        name, value = "artanh(e)", np.arctanh(e)
    else:
        e = np.sqrt(1 - ratio**2)
        name, value = "arcsin(e)", np.arcsin(e)
    print(f"r={ratio:.4f}: e = {e:.6f}, {name} = {value:.6f}")
    print(f"  axial = {resonance(lz, BARE) * HARTREE_EV:.4f} eV,"
          f" transverse = {resonance(lx, BARE) * HARTREE_EV:.4f} eV")
    print(f"  Coulomb-integral Lz = {coulomb_results[ratio][2, 2]:.6f},"
          f" trace = {np.trace(coulomb_results[ratio]):.6f}")
print(f"largest size parameter w*semi-axis/c = {max(sizes):.4f}")
print(f"bare slopes at r=1: axial {slopes[BARE][1]:+.4f},"
      f" transverse {slopes[BARE][0]:+.4f}")
lx, lz = closed_factors(1.1)
print(f"r=1.1 exact shifts: axial"
      f" {100 * (resonance(lz, BARE) / sphere - 1):+.3f} %,"
      f" transverse {100 * (resonance(lx, BARE) / sphere - 1):+.3f} %")
print(f"r=1.1 linear shifts: axial {100 * -0.4 * 0.1:+.3f} %,"
      f" transverse {100 * 0.2 * 0.1:+.3f} %")
print("hosted model: eps_b = %.1f, eps_m = %.1f" % HOSTED)
print(f"hosted sphere resonance = {resonance(1 / 3, HOSTED):.6f} hartree")
lx, lz = closed_factors(3.0)
print(f"hosted r=3: axial {resonance(lz, HOSTED):.6f},"
      f" transverse {resonance(lx, HOSTED):.6f} hartree")
print(f"hosted slopes at r=1: axial {slopes[HOSTED][1]:+.4f},"
      f" transverse {slopes[HOSTED][0]:+.4f}")
print(f"(wz^2+2wx^2)/wp^2, r=3: bare {square_sum(3.0, BARE):.6f},"
      f" hosted {square_sum(3.0, HOSTED):.6f}")
print(f"same ratio, hosted sphere = {square_sum(1.0, HOSTED):.6f}")
print("all tests passed")
```

Output:

```
plasma frequency wp = 0.300 hartree
damping gamma = 0.004 hartree
equal-volume sphere radius = 40.0 bohr
bare model: eps_b = 1.0, eps_m = 1.0
sphere resonance = 0.173205 hartree = 4.7132 eV
Factors (dimensionless), resonances wz,wx (hartree):
r        Lz        Lx        wz        wx
0.2000  0.750484  0.124758  0.259891  0.105963
0.3333  0.635389  0.182306  0.239134  0.128092
0.5000  0.527200  0.236400  0.217826  0.145863
1.0000  0.333333  0.333333  0.173205  0.173205
2.0000  0.173564  0.413218  0.124983  0.192846
3.0000  0.108709  0.445645  0.098913  0.200270
5.0000  0.055821  0.472090  0.070879  0.206126
Relative shifts from sphere (percent): r, axial, transverse
0.2000  +50.048  -38.822
0.3333  +38.064  -26.046
0.5000  +25.762  -15.786
1.0000  +0.000  +0.000
2.0000  -27.841  +11.340
3.0000  -42.892  +15.626
5.0000  -59.078  +19.007
r=3.0000: e = 0.942809, artanh(e) = 1.762747
  axial = 2.6916 eV, transverse = 5.4496 eV
  Coulomb-integral Lz = 0.108709, trace = 1.000000
r=0.3333: e = 0.942809, arcsin(e) = 1.230959
  axial = 6.5072 eV, transverse = 3.4856 eV
  Coulomb-integral Lz = 0.635389, trace = 1.000000
largest size parameter w*semi-axis/c = 0.1759
bare slopes at r=1: axial -0.4000, transverse +0.2000
r=1.1 exact shifts: axial -3.831 %, transverse +1.861 %
r=1.1 linear shifts: axial -4.000 %, transverse +2.000 %
hosted model: eps_b = 4.0, eps_m = 2.0
hosted sphere resonance = 0.106066 hartree
hosted r=3: axial 0.066425, transverse 0.117780 hartree
hosted slopes at r=1: axial -0.3000, transverse +0.1500
(wz^2+2wx^2)/wp^2, r=3: bare 1.000000, hosted 0.357293
same ratio, hosted sphere = 0.375000
all tests passed
```
